Downward Recursion for the Boys Function: Error Propagation and Zero Start

**Q.** You want to compute a whole family of Boys functions from the highest order down. What are these functions, and why is more than one order needed?

**A.** For integer n ≥ 0 and real x ≥ 0 the definition is

F_n(x) = ∫₀¹ t²ⁿ e^(−xt²) dt.

Both x and F_n are dimensionless. The order n = 0 appears in the electrostatics of a Gaussian charge cloud. Take a unit charge with density (p/π)^(3/2) e^(−pr²). In Gaussian units its potential φ at distance R from the centre satisfies

(Rφ)″ = −4πR (p/π)^(3/2) e^(−pR²).

The solution that is finite at the origin and tends to 1/R far away is φ = erf(√p R)/R, as two differentiations of erf confirm. Writing erf as its integral and substituting s = √p R t gives

erf(√p R) = (2/√π) ∫₀^(√p R) e^(−s²) ds = 2√(p/π) R F_0(pR²),

so φ = 2√(p/π) F_0(pR²). Thus x = pR² compares the squared distance with the squared width of the cloud.

Higher orders enter through derivatives. Differentiating under the integral brings down −t², hence

dF_n/dx = −F_{n+1}.

Gaussians of higher angular momentum are obtained by differentiating s-type Gaussians with respect to their centres, and each derivative acting on F_n raises its order by one.

**Q.** What connects neighbouring orders?

**A.** An integrated derivative. The product rule gives

d/dt [t^(2k+1) e^(−xt²)] = (2k+1) t^(2k) e^(−xt²) − 2x t^(2k+2) e^(−xt²).

Integrate from 0 to 1. The left side gives e^(−x), since the bracket vanishes at t = 0. The right side gives (2k+1)F_k − 2xF_{k+1}. Therefore

F_k = [2x F_{k+1} + e^(−x)]/(2k+1).   (1)

Given F_N and one exponential, this yields every lower order.

**Q.** Both terms are positive, so nothing cancels. But why should that stop an error from growing over many steps?

**A.** Positivity turns the two contributions into fractions of a whole. Define the fraction inherited from above,

w_k = 2x F_{k+1}/[(2k+1)F_k].

Dividing (1) by F_k shows that the other fraction is

1 − w_k = e^(−x)/[(2k+1)F_k].

The integrand of F_k is positive almost everywhere, so F_k > 0. Hence 0 ≤ w_k < 1 for every finite x ≥ 0.

Now let the input F_{k+1} carry a relative error δ_{k+1}, and the exponential a relative error η. With exact arithmetic in the step itself, the output is

F_k(1+δ_k) = [2xF_{k+1}(1+δ_{k+1}) + e^(−x)(1+η)]/(2k+1).

Subtract (1) and divide by F_k:

δ_k = w_k δ_{k+1} + (1−w_k)η.   (2)

This is a weighted mean with non-negative weights that sum to one. Consequently |δ_k| ≤ max(|δ_{k+1}|, |η|). If the exponential is exact, |δ_k| ≤ |δ_{k+1}|, and repeated use from N down to n gives

δ_n = δ_N w_n w_{n+1} … w_{N−1}.   (3)

No small-error expansion was made, so (3) also holds for large δ_N. What it does not contain is the rounding made inside each step.

**Q.** I am not yet convinced. Equation (1) multiplies the error in F_{k+1} by 2x/(2k+1), and for large x that exceeds one.

**A.** That multiplier acts on the absolute error, which can indeed grow. The relative error behaves differently because F_k grows faster still on the way down.

Take x = 12 and follow a seed error from order 10 to order 0. The absolute error is multiplied by

24¹⁰/(1·3·5·…·19) ≈ 9.68 × 10⁴.

The relative error is multiplied by this number times F_10/F_0. That product is 0.707 when the functions are evaluated by numerical quadrature of the definition. A relative seed error of 10⁻³ therefore arrives as about 7.1 × 10⁻⁴. The statement about non-amplification concerns relative error alone.

**Q.** If the relation is so benign, could I start from F_0 and use it upward?

**A.** The upward form, for x > 0, contains a subtraction:

F_{k+1} = [(2k+1)F_k − e^(−x)]/(2x).

Solving (2) for the error at the higher order gives

δ_{k+1} = [δ_k − (1−w_k)η]/w_k.

A seed error is now divided by w_k < 1 at each step, so it grows. How much it grows depends on x. From order 0 to order 8 the factor is 4.6 × 10⁷ at x = 0.5, but 1.14 at x = 12. In the first case the two terms cancel more and more: e^(−x) is 0.71 of (2k+1)F_k at k = 0 and 0.94 of it at k = 7, and the losses of the eight steps multiply. In the second e^(−x) is a small part of (2k+1)F_k, and upward recursion loses little over these orders.

**Q.** Back to the downward direction. You propose to replace F_N by zero. That is a relative error of −1. "Not amplified" then promises only that the answer is no worse than completely wrong.

**A.** Non-amplification alone is too weak; the contraction in (3) is what helps. Call the zero-started values G_k. They satisfy

G_N = 0,  G_k = [2x G_{k+1} + e^(−x)]/(2k+1).

The first steps show what is being built:

G_{N−1} = e^(−x)/(2N−1),

G_{N−2} = e^(−x) {1/(2N−3) + 2x/[(2N−3)(2N−1)]}.

Each further step multiplies all existing terms by 2x/(2k+1) and puts a new term e^(−x)/(2k+1) in front. By induction, for n < N,

G_n = e^(−x) Σ_{i=0}^{N−n−1} (2x)^i/[(2n+1)(2n+3)…(2n+2i+1)].   (4)

This is a sum of N−n non-negative terms. To find what is missing, subtract the recursion for G from that for F. The exponentials cancel:

F_k − G_k = [2x/(2k+1)] (F_{k+1} − G_{k+1}).

At the top the difference is F_N − 0. Unrolling down to n gives

F_n − G_n = T F_N,  T = ∏_{k=n}^{N−1} 2x/(2k+1).   (5)

The remainder is non-negative, so G_n never exceeds F_n in exact arithmetic. As N grows at fixed x and n, the new factors in T tend to zero, while F_N ≤ 1. Hence T F_N → 0, and the infinite version of (4) converges to F_n.

The relative deficit is

ρ_n = (F_n − G_n)/F_n = w_n w_{n+1} … w_{N−1},   (6)

which is (3) with δ_N = −1 and the sign reversed. Since ρ_n = w_n ρ_{n+1}, the deficit increases with n when x > 0. The highest order wanted is therefore the least accurate, and it decides where to start. At x = 0 every w_k vanishes, and one step already gives the exact value 1/(2n+1).

**Q.** Your remainder contains F_N, the number you chose not to compute. How is that a computable error?

**A.** It can be enclosed using the omitted terms. Applying the convergent series to F_N gives

F_N = [e^(−x)/(2N+1)] {1 + 2x/(2N+3) + (2x)²/[(2N+3)(2N+5)] + …}.

Let a be the first omitted term of the series for F_n:

a = T e^(−x)/(2N+1).

The following terms have successive ratios 2x/(2N+3), 2x/(2N+5), and so on. None exceeds q = 2x/(2N+3). If q < 1, comparison with a geometric series gives

a ≤ F_n − G_n ≤ U,  U = a/(1−q).   (7)

To obtain a relative bound, write r = F_n − G_n, so that ρ_n = r/(G_n+r). Its derivative with respect to r is G_n/(G_n+r)² > 0. The bounds on r therefore carry over in the same order:

a/(G_n+a) ≤ ρ_n ≤ U/(G_n+U).   (8)

Everything at the two ends is known once the recursion has run. If q ≥ 1 the lower bound survives, but this upper bound is unavailable and N must be raised.

**Q.** Show me a case where the truncation is visible.

**A.** Take x = 12, orders 0 to 8, and start from zero at N = 20. Then e^(−x) = 6.14421 × 10⁻⁶. For n = 8,

T = 24¹²/(17·19·…·39) ≈ 0.2315,

a = T e^(−x)/41 ≈ 3.469 × 10⁻⁸.

Since q = 24/43, we have 1/(1−q) = 43/19 and U ≈ 7.850 × 10⁻⁸. The recursion gives G_8 = 4.07404 × 10⁻⁶, so (8) becomes

0.00844 ≤ ρ_8 ≤ 0.01890.

Quadrature of the definition gives F_8 = 4.14844 × 10⁻⁶. The actual deficit is

ρ_8 = (4.14844 − 4.07404)/4.14844 ≈ 0.0179.

It lies inside the bracket, near the upper end. Three of the orders compare as follows:

n = 0: F = 2.55831 × 10⁻¹, G = 2.51791 × 10⁻¹, ρ = 0.01579
n = 4: F = 8.06170 × 10⁻⁵, G = 7.93384 × 10⁻⁵, ρ = 0.01586
n = 8: F = 4.14844 × 10⁻⁶, G = 4.07404 × 10⁻⁶, ρ = 0.01793

**Q.** Going from order 8 down to order 0 hardly improved anything. Where is the contraction?

**A.** It happened above order 8. The weights at low order are close to one: w_8 = 0.913, w_4 = 0.992 and w_0 = 0.99998. The last follows from

1 − w_0 = e^(−x)/F_0 = 6.144 × 10⁻⁶/0.2558 ≈ 2.4 × 10⁻⁵.

When the exponential supplies so little of F_k, the step has little new information with which to dilute an inherited error. The method needs enough orders above the wanted ones, where the weights fall clearly below one. At x = 12 they fall slowly: w_10 = 0.84, w_19 = 0.56 and w_46 = 0.25. Where the low-order weights are close to one, as at x = 12, extra steps below them do not repair a poor start.

**Q.** Can I choose N before computing anything?

**A.** Yes, with a bound on the weights. Apply the Cauchy–Schwarz inequality to the functions t^k and t^(k+2), with the positive weight e^(−xt²):

F_{k+1}² ≤ F_k F_{k+2}.

Using dF_n/dx = −F_{n+1}, the logarithmic derivative of the ratio of neighbours is

d/dx ln(F_{k+1}/F_k) = F_{k+1}/F_k − F_{k+2}/F_{k+1} ≤ 0.

The ratio is thus largest at x = 0, where F_k = 1/(2k+1). This gives F_{k+1}/F_k ≤ (2k+1)/(2k+3), and hence

w_k ≤ min[1, 2x/(2k+3)],

ρ_n ≤ ∏_{k=n}^{N−1} min[1, 2x/(2k+3)].   (9)

For small x the ratio tends to its value at zero, so w_k approaches 2x/(2k+3) and the bound becomes sharp. At x = 12 the first factor below one is 24/25, at k = 11. The bound therefore gives no credit for the steps at k = 8, 9 and 10, although the true weights there are below one.

Suppose order 8 must have a relative deficit of at most 10⁻¹⁴. Raising N one unit at a time until (9) meets the target gives N = 49. The sharper bracket (8) gives N = 47. Evaluating the true remainder by quadrature shows that 47 is also the smallest sufficient start. The a priori choice costs two extra steps here.

**Q.** Why must N be so far above both 8 and 12? Is there a picture behind the product?

**A.** For x > 0, substitute s = xt² in the definition. Then dt = ds/(2√(xs)), and

F_n = [1/(2x^(n+½))] ∫₀ˣ s^(n−½) e^(−s) ds.

Let P(b,x) be the integral of s^(b−1)e^(−s) from 0 to x, divided by its value from 0 to infinity, Γ(b). Then

F_n = Γ(n+½) P(n+½,x)/(2x^(n+½)).

Cancelling the twos in T and using Γ(b+1) = bΓ(b) gives

T = x^(N−n)/∏_{k=n}^{N−1}(k+½) = x^(N−n) Γ(n+½)/Γ(N+½).

In T F_N/F_n all powers of x and all gamma functions cancel, leaving

ρ_n = P(N+½,x)/P(n+½,x).   (10)

P(b,x) is the probability that a gamma-distributed variable of shape b lies below x. Its mean and variance are both b. The numerator becomes small when x lies many standard deviations below the mean N+½. At N = 20 the distance is (20.5−12)/√20.5 ≈ 1.9 standard deviations, and the deficit is of per cent size. At N = 47 the distance is (47.5−12)/√47.5 ≈ 5.2. The count of standard deviations is only a qualitative guide: a normal distribution would leave about 10⁻⁷ beyond 5.2 standard deviations, whereas the deficit found above at N = 47 is about 10⁻¹⁴, so the size of the deficit must be taken from (10) itself.

The same picture shows the cost at large x: N must exceed x by a margin of several √N. The recursion remains stable there, but a zero start becomes long.

**Q.** A long chain has many roundings. You have shown that each inherited error is damped, but fresh ones keep arriving. Do they add up with N?

**A.** They accumulate, but to first order their bound depends on x and not on N. Let u be the unit roundoff, the largest relative error of one rounded operation. Assume that 2x and 2k+1 are represented exactly and that no underflow occurs. Each step has one multiplication, one addition and one division. The multiplication error is weighted by w_k ≤ 1, so the fresh error is at most 3u to first order. With |η| the size of the error in the exponential, (2) becomes

|δ_k| ≤ w_k|δ_{k+1}| + (1−w_k)|η| + 3u.

For a zero start these errors are measured relative to G_k, and the weights are formed from G instead of F. Those weights are no larger: the ratio of the G-weight to w_k is (1−ρ_{k+1})/(1−ρ_k) ≤ 1, because ρ increases with order. Using w_k for the 3u terms is therefore safe. The contribution of the exponential is still an average and stays at most |η|.

The 3u terms sum to at most 3uS_n, where

S_n = 1 + w_n + w_n w_{n+1} + … ,

continued to infinity as an upper bound. This sum can be done. Let c_m be the terms of the infinite series for F_n, with m = 0, 1, 2, …. By (5) and (6), the product of the first j weights is the tail Σ_{m≥j} c_m divided by F_n. In the sum over j, the term c_m is counted for j = 0 to m, which is m+1 times:

S_n = (1/F_n) Σ_m (m+1)c_m.

The terms obey (2n+2m+1)c_m = 2x c_{m−1} for m ≥ 1, and (2n+1)c_0 = e^(−x). Summing over m gives

Σ_m (2n+2m+1)c_m = 2xF_n + e^(−x) = 2xF_n + (2n+1)(1−w_n)F_n.

Since m+1 = ½(2n+2m+1) + ½ − n,

S_n = x + (n+½)(1−w_n) + ½ − n = 1 + x − (n+½)w_n.   (11)

Thus S_n ≤ 1+x for any chain length. At x = 12 and n = 0, (11) gives 13 − 0.5 = 12.5 to the digits shown. Summing the running products of the weights of a zero-started chain from N = 120 gives 12.500 as well.

**Q.** What accuracy does the calculation with N = 47 reach in ordinary double precision?

**A.** Here u = 1.11 × 10⁻¹⁶. At x = 12 the bound 3u(1+x) is 39u, or 4.3 × 10⁻¹⁵, with the error of the exponential to be added. The truncation bound at order 8 is 9.46 × 10⁻¹⁵, and it covers the lower orders too.

Compared with quadrature carried out in 40-digit arithmetic, the largest total relative error among orders 0 to 8 is 9.53 × 10⁻¹⁵. This slightly exceeds the truncation bound, so rounding must have contributed. The total is still below 10⁻¹⁴, but the choice of N did not guarantee that: the target governed truncation alone. A guaranteed total would need part of the tolerance set aside for rounding.

**Q.** When would you still distrust the answer?

**A.** When x is itself inaccurate, or when the exponential underflows. For a small relative error ξ in x, the derivative formula gives

δF_n/F_n ≈ −(xF_{n+1}/F_n)ξ = −(n+½)w_n ξ.

Its magnitude is less than (n+½)|ξ|. This can exceed |ξ|, without contradicting (2): the changed x alters the function being computed, including both the multiplier and the exponential in each step.

Underflow is more serious. If e^(−x) is rounded to zero, a zero-started chain returns zero at every order, although each F_n is positive. The error analysis assumed a small relative error in the exponential, and that assumption has then failed. In double precision the damage begins before the exponential reaches zero. Beyond x ≈ 708 the exponential falls below the smallest normal number and loses digits. The first values of the chain, near e^(−x)/(2N−1), are smaller still and lose more, so the assumption of no underflow fails inside the steps as well. A zero start near N = x + 12√x gives F_0 with a relative error of about 3 × 10⁻¹⁰ at x = 720, where correct rounding of the exponential accounts for at most about 10⁻¹¹. At x = 740 the first value e^(−x)/(2N−1) rounds to zero and F_0 has no correct digit. Such arguments need a rescaled calculation or a different starting formula.
